\section*{Mode Grüneisen parameters of a chain from cubic force constants}

\section{The problem}

Identical atoms of mass $m$ form an infinite chain with spacing $a$ and move along its line. Each atom interacts with its two nearest neighbours through a pair energy $V(r)$. With $u_n$ the displacement of atom $n$, the energy is
\begin{equation}
E=\sum_n V(a+u_{n+1}-u_n),\qquad \Phi_2=V''(a)>0,\quad \Phi_3=V'''(a).
\label{eq:energy}
\end{equation}
The chain is stretched uniformly, and the frequency $\omega$ of each vibration changes. The mode Grüneisen parameter measures this change:
\begin{equation}
\gamma=-\frac{d\ln\omega}{d\ln L},
\label{eq:def}
\end{equation}
where $L$ is the length of the unit cell, here $L=a$. A positive $\gamma$ means that stretching lowers the frequency.

Find $\gamma$ from the second and third derivatives of $E$ with respect to atomic positions, and determine how it depends on the wavevector. Then find what changes when the bonds reach further, or when the cell holds two atoms.

In a real crystal, $E$ is the ground-state energy at clamped nuclei, and density functional perturbation theory supplies its derivatives. The general formula below uses nothing else about the electrons and holds for any energy with short-ranged force constants. The worked examples use a pair energy, and their particular results, such as a $\gamma$ independent of wavevector, belong to that model. The chain also has longitudinal motion only, so it says nothing about the transverse modes of a real crystal. The vibrations are harmonic at each length; thermal and zero-point shifts are left out.

\section{A tempting solution}

Write $\Phi(0,l)$ and $\Phi(0,l,l')$ for the second and third derivatives of $E$ with respect to the positions of the atoms listed. Hold the neighbours of atom 0 fixed and move it by $u$. One bond shortens and the other lengthens, so its energy is
\begin{equation}
V(a-u)+V(a+u)=2V(a)+\Phi_2u^2+O(u^4).
\end{equation}
The cubic terms cancel, hence $\Phi(0,0,0)=0$. Stretching the chain displaces the atoms. If atom 0 moves by $w_0$ per unit strain, its on-site force constant changes at the rate
\begin{equation}
\frac{d\Phi(0,0)}{d\varepsilon}=\Phi(0,0,0)\,w_0=0 .
\label{eq:wrong}
\end{equation}
A rigid shift of the chain produces no force, so $\Phi(0,0)+\Phi(0,1)+\Phi(0,-1)=0$. The two neighbour constants are equal by symmetry. They are each $-\Phi(0,0)/2$ and do not change either. All force constants are therefore unaffected by strain, and $\gamma=0$ for every wavevector.

\section{Where it fails}

The expansion, the value $\Phi(0,0,0)=0$ and the sum rule are correct. The fault is in \eqref{eq:wrong}. The constant $\Phi(0,0)$ is a function of all the atomic positions, and a stretch moves the neighbours as well as atom 0. The chain rule requires a sum over every atom that moves; \eqref{eq:wrong} keeps one term of that sum.

The two distortions are physically different. Pushing one atom between fixed neighbours lengthens one bond and shortens the other, and the changes of stiffness cancel. A uniform stretch lengthens both bonds, and the changes add.

Symmetry says the same. Inversion about atom 0 replaces $u_l$ by $-u_{-l}$. It reverses a displacement of atom 0 alone, so $\Phi(0,0)$ cannot change linearly with that displacement. A stretch has $u_l=\varepsilon la$, which inversion turns into $-\varepsilon(-l)a=\varepsilon la$, the same field. Symmetry does not forbid a linear change under strain.

\section{The general formula}

Consider a one-dimensional crystal with atoms $\kappa$ of mass $M_\kappa$ at
\begin{equation}
x(l\kappa)=lL+x_\kappa ,
\end{equation}
where $l$ numbers the cells. The force constants are taken to be short-ranged, so that the sums below converge. The reference structure has no net force on any atom, but it may be under tension.

\subsection{Vibrations at fixed length}

The harmonic equation of motion is
\begin{equation}
M_\kappa\ddot u(l\kappa)=-\sum_{l'\kappa'}\Phi(l\kappa,l'\kappa')u(l'\kappa').
\end{equation}
Insert $u(l\kappa)=M_\kappa^{-1/2}e_\kappa e^{i(\theta l-\omega t)}$, divide by $M_\kappa^{1/2}$ and use the equivalence of cells. The result is $De=\omega^2e$, with
\begin{equation}
D_{\kappa\kappa'}(\theta)=\sum_{l'}\frac{\Phi(0\kappa,l'\kappa')}{\sqrt{M_\kappa M_{\kappa'}}}\,e^{i\theta l'} .
\label{eq:D}
\end{equation}
This matrix is Hermitian, because $\Phi(0\kappa,l'\kappa')=\Phi(0\kappa',-l'\kappa)$.

The number $\theta=qL$ is the phase advance per cell. It must be held fixed when $L$ changes. On a ring of $N$ cells the allowed values are $\theta=2\pi k/N$ with integer $k$, and stretching the ring does not change $k$. The wavevector $q=\theta/L$ does change.

\subsection{What strain does to the atoms}

Let $L$ become $L(1+\varepsilon)$. To first order each atom moves by $\varepsilon w$, where
\begin{equation}
w(l\kappa)=x(l\kappa)+\xi_\kappa .
\label{eq:w}
\end{equation}
The first term is a uniform scaling of all positions. The second is the internal relaxation: atoms within a cell may shift further to keep the forces on them zero. Differentiating the zero-force condition $\partial E/\partial X(0\kappa)=0$ along the strain gives
\begin{equation}
\sum_{l'\kappa'}\Phi(0\kappa,l'\kappa')\,[x(l'\kappa')+\xi_{\kappa'}]=0
\quad\text{for each }\kappa .
\label{eq:xi}
\end{equation}
A rigid shift of the crystal costs no energy, so the forces on one cell add to zero in any periodic structure. One of these equations is therefore redundant, and one $\xi_\kappa$ may be set to zero. The others follow if the crystal is stable against relative motion of its sublattices.

With one atom per cell, $\Phi(0,l)=\Phi(0,-l)$. The terms with $x=la$ cancel in pairs, and $\xi=0$ solves \eqref{eq:xi}.

\subsection{What strain does to the frequencies}

The chain rule, with all its terms, gives
\begin{equation}
\frac{d\Phi(0\kappa,l'\kappa')}{d\varepsilon}
=\sum_{l''\kappa''}\Phi(0\kappa,l'\kappa',l''\kappa'')\,w(l''\kappa'') .
\label{eq:chainrule}
\end{equation}
The phases in \eqref{eq:D} contain $\theta l'$ and no positions, so strain enters $D$ through $\Phi$ alone. For a nondegenerate mode with $e^\dagger e=1$, differentiate $\omega^2=e^\dagger De$:
\begin{align}
\frac{d\omega^2}{d\varepsilon}
&=e^\dagger\frac{dD}{d\varepsilon}e
+\frac{de^\dagger}{d\varepsilon}De+e^\dagger D\frac{de}{d\varepsilon}\nonumber\\
&=e^\dagger\frac{dD}{d\varepsilon}e+\omega^2\frac{d(e^\dagger e)}{d\varepsilon}
=e^\dagger\frac{dD}{d\varepsilon}e .
\label{eq:HF}
\end{align}
The second line uses $De=\omega^2e$ and its adjoint; the last term vanishes because the norm is fixed. At $\varepsilon=0$, $d\ln L=d\varepsilon$, and $d\ln\omega=d\omega^2/(2\omega^2)$. Therefore
\begin{equation}
\gamma=-\frac{1}{2\omega^2}\sum_{\kappa\kappa'l'}\sum_{l''\kappa''}
\frac{e_\kappa^*e_{\kappa'}e^{i\theta l'}}{\sqrt{M_\kappa M_{\kappa'}}}\,
\Phi(0\kappa,l'\kappa',l''\kappa'')\,w(l''\kappa'') .
\label{eq:general}
\end{equation}
If several modes at one $\theta$ share a frequency, $dD/d\varepsilon$ must first be diagonalized among them.

The positions in $w$ depend on the choice of origin, but $\gamma$ does not. A rigid shift leaves all second derivatives unchanged, so $\sum_{l''\kappa''}\Phi(0\kappa,l'\kappa',l''\kappa'')=0$, and a constant added to $w$ drops out.

\section{The nearest-neighbour chain}

Atom 0 belongs to two bonds, of lengths $a+u_1-u_0$ and $a+u_0-u_{-1}$. Each derivative of a bond energy brings a factor $+1$ for the atom at the right end of the bond and $-1$ for the atom at its left end. The second derivatives are
\begin{equation}
\Phi(0,0)=2\Phi_2,\qquad \Phi(0,1)=\Phi(0,-1)=-\Phi_2 .
\end{equation}
The third derivatives are
\begin{align}
\Phi(0,0,1)&=(-1)^2(+1)\Phi_3=\Phi_3, &
\Phi(0,1,1)&=(-1)(+1)^2\Phi_3=-\Phi_3,\nonumber\\
\Phi(0,0,-1)&=(+1)^2(-1)\Phi_3=-\Phi_3, &
\Phi(0,-1,-1)&=(+1)(-1)^2\Phi_3=\Phi_3,
\end{align}
and $\Phi(0,0,0)=-\Phi_3+\Phi_3=0$. With the origin at atom 0, $w_l=la$, and \eqref{eq:chainrule} gives
\begin{align}
\frac{d\Phi(0,0)}{d\varepsilon}&=\Phi_3\,a+(-\Phi_3)(-a)=2a\Phi_3,\\
\frac{d\Phi(0,1)}{d\varepsilon}&=(-\Phi_3)\,a=-a\Phi_3,\\
\frac{d\Phi(0,-1)}{d\varepsilon}&=\Phi_3\,(-a)=-a\Phi_3 .
\end{align}
The first line shows what the tempting solution lost: its one term is indeed zero, and the two neighbours supply the whole change. Since $e^{i\theta}+e^{-i\theta}=2\cos\theta$,
\begin{equation}
\omega^2=D=\frac{2\Phi_2}{m}(1-\cos\theta),\qquad
\frac{dD}{d\varepsilon}=\frac{2a\Phi_3}{m}(1-\cos\theta).
\label{eq:DdD}
\end{equation}
The factor $1-\cos\theta$ cancels in the ratio, and
\begin{equation}
\boxed{\gamma=-\frac{a\Phi_3}{2\Phi_2}}
\label{eq:result}
\end{equation}
for every $\theta$ that is not a multiple of $2\pi$. At $\theta=0$ the frequency is zero and its logarithm is undefined, but the limit $\theta\to0$ has the same value. The reason for the constancy is that there is one stiffness in the problem. Strain multiplies it by a common factor and leaves the shape of the dispersion curve alone.

The condition of fixed $\theta$ matters here. From \eqref{eq:DdD}, $\omega=2\sqrt{V''(L)/m}\,|\sin(qL/2)|$. Differentiation at fixed $q$ would give
\begin{equation}
-\left(\frac{\partial\ln\omega}{\partial\ln L}\right)_q
=-\frac{a\Phi_3}{2\Phi_2}-\frac{\theta}{2}\cot\frac{\theta}{2}.
\end{equation}
At fixed $q$ the phase advance $\theta=qL$ changes with $L$, so the extra term compares two waves of different $\theta$ instead of following one mode, and it makes a spurious dependence on wavevector.

The definition \eqref{eq:def} refers to length. If volume is the variable, as for isotropic strain in three dimensions, $d\ln(\text{volume})=3\,d\ln L$, and the same frequency change gives a parameter one third as large.

\section{Numbers for a Morse chain}

Take $V(r)=U(1-y)^2$ with $y=e^{-\alpha(r-r_0)}$. Since $dy/dr=-\alpha y$,
\begin{equation}
V''=2U\alpha^2(2y^2-y),\qquad V'''=2U\alpha^3(y-4y^2).
\label{eq:morse}
\end{equation}
Choose round model values: $U=2$ eV, $\alpha=1$ \AA$^{-1}$, $r_0=a=2.5$ \AA{} and $m=30$ u. At $r=r_0$, $y=1$, so $\Phi_2=2U\alpha^2=4$ eV/\AA$^2$ and $\Phi_3=-6U\alpha^3=-12$ eV/\AA$^3$. Hence
\begin{equation}
\gamma=-\frac{2.5\times(-12)}{2\times4}=3.75 .
\end{equation}
The bond softens as it lengthens, so $\Phi_3<0$ and $\gamma>0$.

The frequencies can also be followed without any cubic constants. Take a ring of eight cells, change its length by a relative amount $\pm10^{-4}$, build the matrix of second derivatives from finite differences of the forces, and diagonalize it. The difference of $\ln\omega$ between the two lengths gives $\gamma=3.750$ at $\theta=\pi/4$, $\pi/2$, $3\pi/4$ and $\pi$, although the frequency $\omega/2\pi$ rises from 4.37 to 11.42 THz over this range.

For a finite stretch of 1\%, the linear estimate at $\theta=\pi$ is
\begin{equation}
11.417\,(1-3.75\times0.01)=10.989\ \text{THz}.
\end{equation}
Diagonalization at the new length gives 10.993 THz. The difference comes from the curvature of $\omega(L)$. From \eqref{eq:morse}, $V''''=14U\alpha^4=28$ eV/\AA$^4$ at $r_0$. For a bond extension $\delta$ in \AA,
\begin{equation}
\frac{\omega}{\omega_0}=\sqrt{1-3\delta+\tfrac{7}{2}\delta^2+\dots}
=1-\tfrac32\delta+\left(\tfrac74-\tfrac98\right)\delta^2+\dots
\end{equation}
With $\delta=0.025$, the last term is $0.625\,\delta^2=3.9\times10^{-4}$, or about 0.004 THz, as found. The tempting answer $\gamma=0$ would have left the frequency at 11.417 THz.

Formula \eqref{eq:result} did not assume zero tension. At $a=2.7$ \AA, the same bond has $\Phi_2=2.088$ eV/\AA$^2$ and $\Phi_3=-7.450$ eV/\AA$^3$, so
\begin{equation}
\gamma=\frac{2.7\times7.450}{2\times2.088}=4.82 ,
\end{equation}
and the strained ring gives 4.82 for all its modes of nonzero frequency. Further stretching brings the chain to $y=1/2$, at $r=r_0+\ln2/\alpha$, where $V''=0$ while $V'''=-U\alpha^3$ remains negative. There $\gamma$ grows without bound. All frequencies of the chain go to zero together, and beyond this length the uniform chain is unstable.

\section{Bonds of longer range}

Now let atoms $n$ spacings apart also interact, with $\Phi_{2n}=V''(na)$ and $\Phi_{3n}=V'''(na)$. Each range contributes to $D$ as in \eqref{eq:DdD}, with $\theta$ replaced by $n\theta$. A bond of length $na$ lengthens by $na\,\varepsilon$, so $d\Phi_{2n}/d\varepsilon=na\Phi_{3n}$. Therefore
\begin{equation}
\gamma(\theta)=-\frac a2\,
\frac{\sum_n n\Phi_{3n}(1-\cos n\theta)}{\sum_n\Phi_{2n}(1-\cos n\theta)} .
\label{eq:range}
\end{equation}
The wavevector factors no longer cancel in general. They do if $n\Phi_{3n}/\Phi_{2n}$ is the same for all $n$. A repulsion $V\propto r^{-p}$ has this property: $rV'''/V''=-(p+2)$ at any distance, and $\gamma=(p+2)/2$ for all $\theta\neq0$. With one atom per cell and a pair energy, a single bond range is thus sufficient for a constant $\gamma$, but not necessary. For a many-body energy it is not sufficient. If the energy of an atom contains a nonlinear function of contributions from both neighbours, as in embedded-atom models of metals, then $\Phi(0,2)\neq0$ even though only nearest-neighbour distances enter, and $\gamma$ in general depends on $\theta$.

The Morse energy does not have this property. At $2a=5$ \AA{} it gives $\Phi_{22}=-0.2744$ eV/\AA$^2$ and $\Phi_{32}=0.2205$ eV/\AA$^3$. Take a model in which only first and second neighbours interact, so that the sums stop at $n=2$. With the chain held at $a=2.5$ \AA, \eqref{eq:range} yields:
\begin{center}
\begin{tabular}{ccccc}
$\theta/\pi$ & 0.25 & 0.50 & 0.75 & 1.00\\
$\gamma$ & 4.28 & 4.03 & 3.82 & 3.75
\end{tabular}
\end{center}
The strained ring gives the same values. At $\theta=\pi$, second neighbours move in phase, $1-\cos2\theta=0$, and the nearest-neighbour value returns. For long waves, $1-\cos n\theta\to n^2\theta^2/2$, and
\begin{equation}
\gamma\to-\frac a2\,\frac{\Phi_{31}+8\Phi_{32}}{\Phi_{21}+4\Phi_{22}}
=1.25\times\frac{12-1.764}{4-1.098}=4.41 .
\end{equation}
The weak second bond matters here because its cubic constant carries a weight 8 and its stiffness a weight 4. The two act in opposite directions. The positive cubic constant alone would lower $\gamma$ from 3.75 to $1.25\times(12-1.764)/4=3.20$. The negative stiffness alone would raise it to $1.25\times12/(4-1.098)=5.17$. The loss of stiffness is the larger effect.

\section{Two atoms per cell}

In the simple chain $\xi=0$. With unequal bonds $\xi$ is in general not zero, and leaving it out repeats the fault of the tempting solution in a milder form: part of the atomic motion is missing from the chain rule.

Let a cell of length $L=5$ \AA{} hold atoms of 20 and 40 u joined by alternating Morse bonds, each at its own minimum. Bond A has $U=3$ eV, $\alpha=1.2$ \AA$^{-1}$ and length 2 \AA; bond B has 1.5 eV, 0.9 \AA$^{-1}$ and 3 \AA. Their stiffnesses are $k=2U\alpha^2$, so $k_A=8.64$ and $k_B=2.43$ eV/\AA$^2$. Their cubic constants are $c=-6U\alpha^3$, so $c_A=-31.10$ and $c_B=-6.56$ eV/\AA$^3$.

Let $s_A$ and $s_B$ be the bond extensions per unit strain. They add to $L$, and equal tension in the two bonds requires $k_As_A=k_Bs_B$. Hence
\begin{equation}
s_A=\frac{k_BL}{k_A+k_B}=\frac{2.43\times5}{11.07}=1.098\ \text{\AA},
\qquad s_B=3.902\ \text{\AA}.
\end{equation}
Uniform scaling would give 2 and 3 \AA; it satisfies the equal-tension condition only when stiffness times length is the same for both bonds, which is not the case here. With the first atom held, the relaxation of the second is $\xi=1.098-2=-0.902$ \AA. The soft bond takes up most of the stretch.

At $\theta=0$ in the optical mode, the two sublattices move against each other. A relative displacement $s$ changes one bond by $s$ and the other by $-s$, so $\omega^2=(k_A+k_B)/\mu$, with $\mu$ the reduced mass. Then
\begin{equation}
\gamma=-\frac{c_As_A+c_Bs_B}{2(k_A+k_B)}
=\frac{34.14+25.60}{22.14}=2.70 .
\end{equation}
This is the highest mode of the ring, and its strained and relaxed frequencies also give 2.70. With $s_A=2$ and $s_B=3$ \AA{} the result would be 3.70, too large by 37\% of the correct value.

The lowest nonzero mode of the eight-cell ring is acoustic, at $\theta=\pi/4$. There $\gamma=4.59$ with relaxation and 3.96 without it, so the error has the opposite sign. The long-wave limit explains this. For small $\theta$ the two springs of a cell act in series, and $\omega^2$ is proportional to $k_Ak_B/(k_A+k_B)$. Its logarithmic derivative gives
\begin{equation}
\gamma\to-\frac12\left(\frac{c_As_A}{k_A}+\frac{c_Bs_B}{k_B}
-\frac{c_As_A+c_Bs_B}{k_A+k_B}\right)=4.55 ,
\end{equation}
against 3.95 for uniform scaling. In a series connection the compliances $1/k$ add, so each bond enters the change of stiffness as $cs/k^2$. Here $|c|/k^2$ is 0.417 \AA/eV for A and 1.111 \AA/eV for B, and relaxation moves extension from A to B, which raises $\gamma$. Softness alone does not fix the sign: a bond B of the same stiffness but with $\alpha=0.3$ \AA$^{-1}$ and $U=13.5$ eV has $|c|/k^2=0.370$ \AA/eV, and the long-wave value is then 1.80 with relaxation and 1.84 without it. In the optical mode the springs act in parallel, so each bond enters the change of stiffness as $cs$. Bond A has the larger $|c|$, and relaxation moves extension from A to B, which lowers $\gamma$.

Numbers in the example were calculated in double precision.
